# Self-bias of a capacitively coupled electrode with resistive sheaths

**Q.** A sinusoidal generator drives an electrode through a capacitor, and a steady voltage appears on the electrode. The generator has no dc component. Where does the steady voltage come from?

**A.** From charge stored on the capacitor. Let the driven electrode have area $A_1$ and the opposite, grounded electrode area $A_2$. All potentials are measured from ground. Once the discharge repeats itself from cycle to cycle, the electrode voltage is

$$V(t)=V_{dc}+V_0\cos\theta,\qquad \theta=\omega t .$$

Here $V_0$ is the amplitude, half the peak-to-peak voltage. This form assumes a capacitor large enough that its own voltage hardly changes within a cycle.

Let $I_1$ be the current flowing from the plasma to the driven electrode. It must all pass through the capacitor. A periodic capacitor voltage means no net charge per cycle, so

$$\langle I_1\rangle=0 .$$

This condition fixes $V_{dc}$ once $I_1$ is known as a function of $V$.

**Q.** What do you take a "purely resistive" sheath to be? A sheath is hardly an ohmic resistor.

**A.** It is not ohmic. The phrase means that particles carry the current, and that the displacement current is negligible. The frequency must be low enough for ions to cross the sheath in a small part of a period.

I write $T_e$ in volts, so 3 eV becomes 3 V. Ions of mass $M$ and single charge enter the sheath at the Bohm speed $u_B=\sqrt{eT_e/M}$. With edge density $n_s$, they deliver the current density

$$J=en_su_B ,$$

whatever the sheath voltage. I assume the same $n_s$ and $T_e$ at both sheaths, held constant through the cycle.

Electrons of mass $m$ strike the edge with the one-sided Maxwellian flux $n_s\bar v/4$, where $\bar v=\sqrt{8eT_e/(\pi m)}$. Its ratio to the ion flux is

$$R=\frac{\bar v}{4u_B}=\frac14\sqrt{\frac{8M}{\pi m}}=\sqrt{\frac{M}{2\pi m}} .$$

If the wall is at potential $U$ and the plasma at $V_p>U$, only the fraction $e^{-(V_p-U)/T_e}$ of these electrons gets across. The current from plasma to a wall of area $A$ is therefore

$$I=AJ\left[1-R\,e^{(U-V_p)/T_e}\right].$$

Ions count positively and electrons negatively.

**Q.** You have introduced another unknown, $V_p$. It moves during the cycle too.

**A.** It is fixed at each instant by current continuity. The bulk plasma is taken as an equipotential that stores no net charge, so the two wall currents add to zero:

$$A_1\left[1-Re^{(V-V_p)/T_e}\right]+A_2\left[1-Re^{-V_p/T_e}\right]=0 .$$

Moving the electron terms to the right gives

$$A_1+A_2=R\,e^{-V_p/T_e}\left(A_1e^{V/T_e}+A_2\right).$$

Hence

$$e^{-V_p/T_e}=\frac{A_1+A_2}{R\left(A_1e^{V/T_e}+A_2\right)} .$$

Putting this into the current at the driven wall cancels $R$:

$$I_1=JA_1\left[1-\frac{(A_1+A_2)e^{V/T_e}}{A_1e^{V/T_e}+A_2}\right].$$

Over the common denominator, the numerator is $A_1e^{V/T_e}+A_2-A_1e^{V/T_e}-A_2e^{V/T_e}$, so

$$I_1=JA_1A_2\,\frac{1-e^{V/T_e}}{A_1e^{V/T_e}+A_2} .$$

The current vanishes at $V=0$, as it should when two walls facing the same plasma are at the same potential.

**Q.** That is still a nonlinear function inside an average. How does a cosine of an area ratio come out of it?

**A.** A large drive makes the function nearly a step:

$$I_1\to +JA_1\quad(V\ll-T_e),\qquad I_1\to -JA_2\quad(V\gg T_e).$$

When the driven electrode is strongly negative, it repels electrons and collects its ion current $JA_1$. The grounded wall collects the matching surplus of electrons. When the driven electrode is strongly positive, the roles reverse, and the ion current $JA_2$ to the grounded wall sets the limit. In each phase the more negative wall limits the current.

Let $d$ be the fraction of the cycle with $V>0$. If $|V|$ exceeds several $T_e$ for nearly the whole cycle, the average is

$$\langle I_1\rangle=JA_1(1-d)-JA_2d=0 .$$

Therefore

$$d=\frac{A_1}{A_1+A_2}\equiv f .$$

A small driven electrode must spend only a small fraction of the time positive, because the large current $JA_2$ then flows to it.

The voltage is positive when $\cos\theta>-V_{dc}/V_0$. Within $-\pi<\theta<\pi$ this is the interval $|\theta|<\arccos(-V_{dc}/V_0)$. Its share of the cycle is

$$d=\frac1\pi\arccos\left(-\frac{V_{dc}}{V_0}\right).$$

Setting $d=f$ and taking the cosine gives

$$\boxed{V_{dc}=-V_0\cos\left(\frac{\pi A_1}{A_1+A_2}\right)} .$$

**Q.** Could there be a second periodic state with a different bias? And does the sign survive a check?

**A.** There is one state. Dividing numerator and denominator by $A_1e^{V/T_e}$ in the fraction below gives

$$\frac{A_1e^{V/T_e}}{A_1e^{V/T_e}+A_2}=S\left(\frac{V-V_s}{T_e}\right),\qquad V_s=T_e\ln\frac{A_2}{A_1},$$

where $S(x)=1/(1+e^{-x})$. The current becomes

$$I_1=J\left[A_1-(A_1+A_2)\,S\left(\frac{V-V_s}{T_e}\right)\right].$$

Since $S$ rises steadily, $I_1$ falls steadily with $V$, and $\langle I_1\rangle$ falls steadily with $V_{dc}$. It can cross zero only once. The state is also stable: if $V_{dc}$ is too high, the mean current is negative, electrons accumulate on the electrode and $V_{dc}$ falls.

As for the sign, $A_1<A_2$ gives $f<1/2$ and a negative bias. Equal areas give $f=1/2$ and zero bias, as symmetry requires. Exchanging the areas replaces $f$ by $1-f$ and reverses the sign.

**Q.** You replaced a smooth curve by a step. How large is the error?

**A.** The logistic form allows a systematic answer. Zero mean current requires $\langle S\rangle=f$. Define $a=V_s-V_{dc}$, so that $V-V_s=V_0\cos\theta-a$. Let

$$F(u)=\frac1\pi\arccos\frac{u}{V_0}$$

be the fraction of the cycle for which $V_0\cos\theta>u$. A smooth step is a superposition of sharp steps at positions $a+T_ey$, with weight $S'(y)$:

$$\langle S\rangle=\int_{-\infty}^{\infty}S'(y)\,F(a+T_ey)\,dy .$$

The weight is even, has unit area and has variance $\pi^2/3$. Expanding $F$ to second order in $T_e$, the linear term drops out:

$$f=F(a)+\frac{\pi^2T_e^2}{6}F''(a)+\dots$$

At leading order $F(a_0)=f$, or $a_0=V_0\cos\pi f$. With $a=a_0+\delta$, the next order gives $\delta=-(\pi^2T_e^2/6)\,F''(a_0)/F'(a_0)$. The derivatives are

$$F'(u)=-\frac{1}{\pi\sqrt{V_0^2-u^2}},\qquad F''(u)=-\frac{u}{\pi(V_0^2-u^2)^{3/2}},$$

so $F''/F'=u/(V_0^2-u^2)$ and

$$\delta=-\frac{\pi^2T_e^2}{6V_0}\,\frac{\cos\pi f}{\sin^2\pi f}.$$

Since $V_{dc}=V_s-a_0-\delta$,

$$V_{dc}=-V_0\cos\pi f+T_e\ln\frac{A_2}{A_1}+\frac{\pi^2T_e^2}{6V_0}\frac{\cos\pi f}{\sin^2\pi f}+\dots$$

The first correction arises because the step is centred at $V_s$, not at zero. For $A_1<A_2$ both corrections make the bias less negative.

**Q.** Then $V_0\gg T_e$ is enough?

**A.** For the leading cosine formula, essentially yes: its error as a fraction of $V_0$ shrinks for any area ratio, though slowly. For the series of corrections, only if the area ratio is held fixed while $V_0/T_e$ grows. The expansion needs the step to lie many $T_e$ inside the range of the cosine:

$$V_0\left(1-|\cos\pi f|\right)\gg T_e .$$

For $A_1<A_2$ the left side is the height of the positive excursion predicted by the cosine formula. For a very small electrode this predicted height is no longer large compared with $T_e$, and the expansion fails: its term $T_e\ln(A_2/A_1)$ grows without bound, while the true correction stays finite.

The opposite order of limits shows this. Let $A_1/A_2\to0$ at fixed $V_0/T_e$. The denominator of $I_1$ tends to $A_2$, so $I_1\to JA_1(1-e^{V/T_e})$. Zero average then requires

$$1=e^{V_{dc}/T_e}\,\frac1{2\pi}\int_0^{2\pi}e^{(V_0/T_e)\cos\theta}\,d\theta=e^{V_{dc}/T_e}I_0\left(\frac{V_0}{T_e}\right),$$

with $I_0$ the modified Bessel function. Thus $V_{dc}=-T_e\ln I_0(V_0/T_e)$. For large argument $I_0(x)\approx e^x/\sqrt{2\pi x}$, and

$$V_{dc}\approx-V_0+\frac{T_e}{2}\ln\frac{2\pi V_0}{T_e}.$$

At $V_0/T_e=20$ and $A_1/A_2=10^{-6}$, solving the current balance directly gives $V_{dc}/T_e=-17.59$, in agreement with the Bessel form. The cosine formula would give $-20$. Its error here is about $(T_e/2)\ln(2\pi V_0/T_e)$, which still vanishes relative to $V_0$ as the drive grows. Over area ratios $A_2/A_1$ from 1 to $10^8$, the largest error of the cosine formula is about 13% of $V_0$ at $V_0/T_e=20$, 3.4% at 100 and 0.5% at 1000.

**Q.** You also assumed $V_p$ stays above both walls. A positive electrode might pull in all the electrons there are.

**A.** That is a separate condition. From the solution for $V_p$, the two sheath drops are

$$V_p-V=T_e\ln\left\{R\left[f+(1-f)e^{-V/T_e}\right]\right\},$$

$$V_p=T_e\ln\left\{R\left[fe^{V/T_e}+(1-f)\right]\right\}.$$

The first exceeds $T_e\ln(Rf)$ and the second exceeds $T_e\ln[R(1-f)]$. It is therefore sufficient that $Rf>1$ and $R(1-f)>1$, preferably with some margin, since the Bohm sheath model itself presumes a retarding sheath.

The condition is not necessary. In the tiny-electrode case above, the positive peak is $20-17.59=2.41$ in units of $T_e$. For ions of mass 40 u, $R=107.7$ and $V_p$ stays near $T_e\ln R=4.68\,T_e$, so electrons are still retarded.

**Q.** Give me numbers for something resembling a process reactor.

**A.** Take $A_1=300$ cm², $A_2=900$ cm², $V_0=200$ V, $T_e=3$ eV, a sheath-edge density of $10^{11}$ cm⁻³, ion mass 40 u and a frequency of 100 kHz. A separate source is supposed to sustain the plasma, so the bias voltage need not set its density.

The area fraction is $f=300/1200=0.25$, and

$$V_{dc}\approx-200\times0.7071=-141.4\ \text{V}.$$

The corrections are $3\ln3=3.30$ V and 0.10 V, which bring the estimate to $-138.0$ V. Solving the current balance over the whole cycle also gives $-138.0$ V. The simple formula overstates the magnitude by 3.4 V, or 2.5% of the finite-temperature value.

The ion current density is 4.31 mA/cm². The current to the driven electrode therefore runs between

$$4.31\times10^{-3}\times300=1.29\ \text{A}$$

and

$$-4.31\times10^{-3}\times900=-3.88\ \text{A}.$$

The voltage is positive for 25.8% of the cycle instead of 25%, because the less negative bias lengthens the positive interval.

For other areas at the same $V_0/T_e=66.7$, the finite-temperature ratio $V_{dc}/V_0$ is zero for $A_2/A_1=1$ and $-0.92$ for $A_2/A_1=10$. The cosine formula gives $-0.96$ in the latter case. With the area ratio held at 3, a weak drive $V_0/T_e=5$ gives $-0.444$, far from the limiting $-0.707$; at $V_0/T_e=1000$ the value is $-0.706$.

**Q.** Bias is not ion energy. What voltage do the ions actually fall through?

**A.** Start with the sharp limit. When $V>0$, the plasma follows the driven electrode and the grounded sheath takes the voltage $V$. When $V<0$, the plasma stays near ground and the driven sheath takes $-V$. Both statements omit terms of order $T_e$. The mean grounded drop is

$$\langle V_p\rangle\approx\frac{V_0}{\pi}\int_0^{\pi f}(\cos\theta-\cos\pi f)\,d\theta
=V_0\left(\frac{\sin\pi f}{\pi}-f\cos\pi f\right).$$

Since $\langle V_p-V\rangle=\langle V_p\rangle-V_{dc}$, the mean driven drop is

$$\langle V_p-V\rangle\approx V_0\left[\frac{\sin\pi f}{\pi}+(1-f)\cos\pi f\right].$$

These give 9.7 V and 151.1 V. The finite-temperature values are 22.9 V and 160.9 V, so the omitted terms more than double the small grounded drop.

Their origin can be traced. Away from the switching, $V_p$ lies above the more positive wall by $3\ln(Rf)=9.88$ V for a quarter of the cycle and by $3\ln[R(1-f)]=13.18$ V for the rest. The average is 12.4 V. The 3.4 V change in bias adds $0.25\times3.4=0.85$ V to the grounded drop and removes $0.75\times3.4=2.55$ V from the driven one. The net additions are 13.2 V and 9.8 V, as found.

The largest driven drop is 351 V. Ions cross in about 0.8% of a period by the Child-law estimate (0.8% to 1.6% in the Bohm sheath, which has no sharp edge, counting from where the potential has fallen by $T_e$ or by $0.1\,T_e$), so in this model a collisionless ion gains nearly the instantaneous drop. Ion energies spread from about 10 to 350 eV; they are not concentrated at the mean.

**Q.** How much of this would survive in a real reactor?

**A.** The parameters are roughly those of low-frequency wafer bias in an inductively coupled reactor. The frequency is at the low end, chosen to make the sheaths resistive; bias at several MHz or at 13.56 MHz is also used. Equal ion flux at the two walls is an assumption that a real reactor need not satisfy. If the flux densities are $J_1$ and $J_2$, the same charge balance gives

$$f=\frac{J_1A_1}{J_1A_1+J_2A_2}.$$

With 10% more flux at the driven electrode, $f=1.1/(1.1+3)=0.268$, and the finite-temperature bias rises by about 8 V to about $-130$ V. That is a 6% change in magnitude, larger than the temperature correction. Secondary electrons enter the sharp limit in the same way: a constant yield $\gamma$ multiplies the wall's limiting current by $1+\gamma$, so equal yields cancel from $f$ and unequal ones do not.

**Q.** And the displacement current you threw away?

**A.** At 100 kHz its peak in the driven sheath is about 7% of the ion current. Sheath charging has zero average over a cycle, so it can affect the bias only by changing the conduction waveform. Including a quasi-static sheath charge in the current balance moves the bias by less than 0.01 V at 100 kHz and by about 0.06 V at 400 kHz, with the plasma held fixed.

This does not license use at 13.56 MHz. Extrapolated linearly in frequency, the peak displacement current would be about nine times the ion current, and the ion transit time would be about one period. Neither sheath assumption would hold.

**Q.** The capacitor and the plasma bulk were idealized as well.

**A.** For a 10 µF capacitor the ripple is 0.95 V peak to peak. This follows roughly from a current of 1.29 A for three quarters of a 10 µs period, or 9.7 µC. The same charge on 0.1 µF would imply a ripple near 100 V, and the electrode voltage would no longer be the assumed sinusoid. An insulating layer on the electrode adds series capacitance and must be judged by the same estimate.

With a 10 cm gap and an electron collision frequency of $5\times10^7$ s⁻¹, the peak resistive drop in the bulk is about 0.2 V.

Two sheath effects are less cleanly negligible. The Child-law width at maximum drop is 1.15 mm. If the edge moves that far in half a period, its mean speed is 8.5% of the Bohm speed. The motion is uneven, and the same width law gives a peak speed about twice as large, so the instantaneous ion flux can be modulated by up to about 17%. I have not carried this through to the bias. At 10 mTorr and 300 K, with an ion-neutral cross section of $10^{-14}$ cm², the ion mean free path is 3.1 mm. Some ions therefore collide in the sheath and arrive with less energy. The bias is insensitive to that loss as long as the flux entering the sheath is unchanged.

The numerical output below lists the inputs and the main computed values.

## Calculated quantities

```
INPUT areas A1, A2: 300, 900 cm2
INPUT amplitude V0: 200 V; Te: 3 eV; V0/Te: 66.7
INPUT sheath-edge density: 1.0e+11 cm-3
INPUT ion mass: 40 u
INPUT frequency: 100 kHz
INPUT blocking capacitor: 10 uF
INPUT gap: 10 cm; electron collisions: 5e+07 s-1
INPUT gas: 10 mTorr, 300 K
INPUT ion-neutral cross section: 1e-14 cm2
area fraction f: 0.2500; cos(pi f): 0.7071
flux ratio R: 107.7; floating drop: 14.04 V
Bohm speed: 2.690e+05 cm/s; J: 4.310 mA/cm2
ideal self-bias: -141.42 V
finite-Te self-bias, numerical: -138.02 V
first Te correction: 3.296 V; second: 0.105 V
fraction of cycle with V > 0, numerical: 0.2576
driven voltage max, min: 62.0, -338.0 V
current to driven electrode max: 1.293 A
current to driven electrode min: -3.879 A
mean drop, driven sheath, numerical: 160.9 V
mean drop, driven sheath, ideal: 151.1 V
mean drop, ground sheath, numerical: 22.9 V
mean drop, ground sheath, ideal: 9.7 V
minimum drop, driven sheath: 9.88 V
minimum drop, ground sheath: 13.18 V
A2/A1 = 1: Vdc/V0 ideal -0.0000, numerical -0.0000
A2/A1 = 3: Vdc/V0 ideal -0.7071, numerical -0.6901
A2/A1 = 10: Vdc/V0 ideal -0.9595, numerical -0.9205
V0/Te = 5, A2/A1 = 3: Vdc/V0 numerical -0.4441
V0/Te = 20, A2/A1 = 3: Vdc/V0 numerical -0.6455
V0/Te = 100, A2/A1 = 3: Vdc/V0 numerical -0.6959
V0/Te = 1000, A2/A1 = 3: Vdc/V0 numerical -0.7060
tiny electrode, V0/Te = 20: Vdc/Te numerical -17.5896
tiny electrode, V0/Te = 20: -ln I0 = -17.5896
NEGLECTED displacement, shift at 100 kHz: -0.004 V
NEGLECTED displacement, shift at 400 kHz: -0.058 V
peak displacement / ion current, driven sheath: 0.069
NEGLECTED 10% more flux at A1, shift: 8.05 V
NEGLECTED capacitor ripple, peak to peak: 0.95 V
NEGLECTED peak bulk resistive drop: 0.23 V
maximum driven sheath drop: 351.2 V
Child-law sheath width at that drop: 1.15 mm
ion transit time / rf period: 0.0084
mean sheath-edge speed / Bohm speed: 0.085
ion mean free path: 3.11 mm
```
